**Angular pattern of K-shell radiative electron capture: leading formula and Dirac partial waves**

The program tests the laboratory cross section $d\sigma/d\Omega=2\alpha\zeta^5\beta\gamma(\gamma-1)^{-3}\sin^2\theta\,[1+(\gamma-1)(\gamma-2)/(2\gamma(1-\beta\cos\theta))]$ for capture of a free electron at rest by a bare ion. Here $\zeta=\alpha Z$, $\beta$ and $\gamma$ are the speed and Lorentz factor of the ion, and $\theta$ is the photon angle from the beam. It asserts that explicit Dirac diagrams reproduce this formula, that spinless diagrams give a pure $\sin^2\theta$ pattern, and that the two leading spin-flip diagrams cancel at zero degrees. A Dirac–Coulomb partial-wave calculation is asserted to approach the formula within 1% when extrapolated to small $\zeta$, and to give a zero-degree yield that scales nearly as $\zeta^2$ relative to 90 degrees. Further assertions cover the asymptotic amplitudes, the orthogonality of bound and continuum states, and partial-wave convergence. For bare gold at 300 MeV per atomic mass unit the output shows a maximum at 82.8 degrees and a zero-degree yield of 12.8% of the 90-degree value. The leading formula overestimates the gold cross section at 90 degrees by a factor of 7.8.

## Check in Python

```python
# Radiative capture of a free electron at rest into the K shell of a bare ion.
# Result under test (leading order in zeta = alpha*Z, laboratory frame):
#   dsigma/dOmega = 2 alpha zeta^5 beta gamma/(gamma-1)^3 sin^2(theta)
#                   * [1 + (gamma-1)(gamma-2)/(2 gamma (1-beta cos(theta)))]
# The "1" is the spinless electron, the other term is due to electron spin.
# At theta = 0 only spin flip survives, of relative order zeta^2.
# gamma, beta: Lorentz factor and speed of the ion; theta: photon angle from
# the ion velocity. Units hbar = m_e = c = 1; areas in (hbar/m_e c)^2.
# A Dirac-Coulomb partial-wave calculation supplies the all-order result.
import numpy as np
from numpy.polynomial.legendre import leggauss
from scipy.constants import alpha, hbar, c, m_e, e, physical_constants
from scipy.special import loggamma

BARN = (hbar / (m_e * c))**2 / 1e-28
KEV = m_e * c**2 / e / 1e3


def speed(gam):
    return np.sqrt(1 - 1 / gam**2)


def ion_cosine(gam, cos_lab):
    b = speed(gam)
    return (cos_lab - b) / (1 - b * cos_lab)


def solid_angle_factor(gam, cos_lab):
    return 1 / (gam * (1 - speed(gam) * cos_lab))**2


def leading_formula(zeta, gam, cos_lab):
    b = speed(gam)
    spin = (gam - 1) * (gam - 2) / (2 * gam * (1 - b * cos_lab))
    return (2 * alpha * zeta**5 * b * gam / (gam - 1)**3
            * (1 - cos_lab**2) * (1 + spin))


# ---------- leading-order diagrams with explicit Dirac matrices ----------
PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
ZERO2 = np.zeros((2, 2))
ALPHA = np.array([np.block([[ZERO2, s], [s, ZERO2]]) for s in PAULI])
BETA = np.diag([1., 1., -1., -1.])


def dirac_dot(vec):
    return np.tensordot(vec, ALPHA, 1)


def propagator(energy, mom):
    return np.linalg.inv(energy * np.eye(4) - dirac_dot(mom) - BETA)


def diagrams(zeta, gam, cos_ion):
    """Ion-frame cross sections (Dirac, spinless) and x-polarized diagrams."""
    b, omega = speed(gam), gam - 1
    p = np.array([0, 0, -gam * b])
    sin_ion = np.sqrt(max(0., 1 - cos_ion**2))
    k = omega * np.array([sin_ion, 0, cos_ion])
    q = p - k
    q2 = q @ q
    strength = np.sqrt(zeta**3 / np.pi) * (-4 * np.pi * zeta / q2)
    u_p = np.sqrt((gam + 1) / (2 * gam)) * np.vstack(
        [np.eye(2), np.tensordot(p, PAULI, 1) / (gam + 1)])
    u_0 = np.vstack([np.eye(2), ZERO2])
    dirac = scalar = 0.
    pair = None
    for eps in (np.array([cos_ion, 0, -sin_ion]), np.array([0, 1., 0])):
        vertex = dirac_dot(eps)
        emit_first = u_0.T @ propagator(1., q) @ vertex @ u_p
        emit_last = u_0.T @ vertex @ propagator(gam, k) @ u_p
        if pair is None:
            pair = (emit_first, emit_last)
        dirac += 0.5 * np.sum(abs(strength * (emit_first + emit_last))**2)
        kg = (2 * (eps @ (p + q)) / (1 - 1 - q2)
              + 2 * gam * (eps @ k) / (gam**2 - 1 - k @ k))
        scalar += (strength * kg / np.sqrt(4 * gam))**2
    rate = alpha * omega / (2 * np.pi * b)
    return rate * dirac, rate * scalar, pair


for gam in (1.05, 1.4, 2.0, 4.0):
    base = None
    for degrees in (15., 60., 90., 140.):
        x = np.cos(np.radians(degrees))
        full, spinless, _ = diagrams(0.01, gam, ion_cosine(gam, x))
        jac = solid_angle_factor(gam, x)
        assert abs(full * jac / leading_formula(0.01, gam, x) - 1) < 1e-8
        value = spinless * jac / (1 - x * x)
        base = value if base is None else base
        assert abs(value / base - 1) < 1e-8
        prefactor = 2 * alpha * 0.01**5 * speed(gam) * gam / (gam - 1)**3
        assert abs(value / prefactor - 1) < 1e-8


# ---------- Dirac-Coulomb partial waves, all orders in zeta ----------
def unit_rule(n):
    x, w = leggauss(n)
    return (x + 1) / 2, w / 2


def continuum(zeta, energy, kap, r_end):
    """Regular solutions (r g, r f) for all kappa, with |C| scaled to one."""
    p = np.sqrt(energy**2 - 1)
    eta = zeta * energy / p
    s = np.sqrt(kap**2 - zeta**2)
    small = zeta / (abs(kap) + s)
    start = np.array([np.where(kap < 0, 1., small),
                      np.where(kap < 0, -small, 1.)])
    a0 = start[0] / (2 * (energy + 1)) + start[1] / (2j * p)
    C = a0 * np.exp(loggamma(2 * s + 1) - loggamma(s + 1 + 1j * eta)
                    + (-s + 1j * eta) * (np.log(2 * p) + 0.5j * np.pi))
    start = start / abs(C)
    C = C / abs(C)

    def A(y):
        return np.array([zeta * y[1] - kap * y[0], kap * y[1] - zeta * y[0]])

    def B(y):
        return np.array([(energy + 1) * y[1], -(energy - 1) * y[0]])

    # power series about the origin
    left = 1 / p
    t, wt = unit_rule(24)
    r_list, w_list = [left * t**3], [3 * left * t**2 * wt]
    coef = [start]
    for n in range(1, 41):
        b = B(coef[-1])
        lam, det = s + n, n * (2 * s + n)
        coef.append(np.array([((lam - kap) * b[0] + zeta * b[1]) / det,
                              ((lam + kap) * b[1] - zeta * b[0]) / det]))
    pts = np.append(r_list[0], left)
    vals = np.tensordot(pts[:, None]**np.arange(41), np.array(coef), 1)
    vals = vals * pts[:, None, None]**s
    y_list, y = [vals[:-1]], vals[-1]
    # Taylor series from panel to panel
    t, wt = unit_rule(14)
    powers = np.append(t, 1.)[:, None]**np.arange(46)
    while left < r_end:
        h = min(0.3 * left, 3 / p)
        d, previous = [y], np.zeros_like(y)
        for n in range(45):
            cur = d[-1]
            d.append((A(cur) - n * cur + left * B(cur) + h * B(previous))
                     * (h / (left * (n + 1))))
            previous = cur
        vals = np.tensordot(powers, np.array(d), 1)
        r_list.append(left + h * t)
        w_list.append(h * wt)
        y_list.append(vals[:-1])
        y, left = vals[-1], left + h
    return (np.concatenate(r_list), np.concatenate(w_list),
            np.concatenate(y_list), C, left, y)


def bound_1s(zeta, r):
    s = np.sqrt(1 - zeta**2)
    norm = np.exp(0.5 * ((2 * s + 1) * np.log(2 * zeta)
                         - np.log(2.) - loggamma(2 * s + 1)))
    shape = norm * r**s * np.exp(-zeta * r)
    return np.sqrt(1 + s) * shape, -np.sqrt(1 - s) * shape


def ylm(l_max, m, x):
    """Spherical harmonics at azimuth zero for l = 0..l_max and m = 0, 1, 2."""
    x = np.asarray(x, float)
    sin = np.sqrt(np.maximum(0., 1 - x * x))
    first = (np.sqrt(1 / (4 * np.pi)), -np.sqrt(3 / (8 * np.pi)),
             np.sqrt(15 / (32 * np.pi)))[m]
    out = np.zeros((l_max + 1, x.size))
    out[m] = first * sin**m
    for l in range(m + 1, l_max + 1):
        up = np.sqrt((4 * l * l - 1) / (l * l - m * m))
        out[l] = up * x * out[l - 1]
        if l > m + 1:
            j = l - 1
            out[l] -= up * np.sqrt((j*j - m*m) / (4*j*j - 1)) * out[l - 2]
    return out


def orbital_l(kappa):
    return kappa if kappa > 0 else -kappa - 1


def coupling(kappa, mu, spin):
    l = orbital_l(kappa)
    if kappa < 0:
        return np.sqrt((l + 0.5 + 2 * spin * mu) / (2 * l + 1))
    return -2 * spin * np.sqrt((l + 0.5 - 2 * spin * mu) / (2 * l + 1))


def partial_wave_lab(zeta, gam, cos_lab, k_max=24):
    """All-order laboratory cross section per steradian."""
    cos_lab = np.atleast_1d(np.asarray(cos_lab, float))
    p, b = np.sqrt(gam**2 - 1), speed(gam)
    omega = gam - np.sqrt(1 - zeta**2)
    kap = np.array([q for n in range(1, k_max + 1) for q in (-n, n)])
    r, w, y, C, _, _ = continuum(zeta, gam, kap.astype(float), 28 / zeta)
    Pb, Qb = bound_1s(zeta, r)
    x, wx = leggauss(int(0.6 * omega * r[-1]) + k_max + 45)
    phase = np.exp(-1j * omega * np.outer(r, x))
    W = {}
    for m in (0, 1):
        Y = ylm(k_max, m, x)
        for la in (0, 1):
            W[la, m] = phase @ (2 * np.pi * wx * Y[la] * Y).T
    # quantization axis along the photon, electron at angle theta_e to it
    cos_e = -ion_cosine(gam, cos_lab)
    Ye = [ylm(k_max, m, cos_e) for m in (0, 1, 2)]
    norm = 4 * np.pi * np.sqrt((gam + 1) / (2 * gam)) / (2 * (gam + 1) * p)
    total = np.zeros(cos_lab.size)
    for mb in (-0.5, 0.5):
        mu, m = mb + 1, int(mb + 0.5)
        amp = {0.5: np.zeros(cos_lab.size, complex),
               -0.5: np.zeros(cos_lab.size, complex)}
        for i, kappa in enumerate(kap):
            if abs(kappa) < mu + 0.5:
                continue
            l, l_low = orbital_l(kappa), orbital_l(-kappa)
            upper = (coupling(-1, mb, -0.5) * coupling(-kappa, mu, 0.5)
                     * Pb * y[:, 1, i] * W[0, m][:, l_low])
            lower = (coupling(1, mb, -0.5) * coupling(kappa, mu, 0.5)
                     * Qb * y[:, 0, i] * W[1, m][:, l])
            radial = -1j * np.sqrt(2) * np.sum(w * (upper - lower))
            for ms in amp:
                amp[ms] += (norm * (-1)**l / np.conj(C[i]) * radial
                            * coupling(kappa, mu, ms)
                            * Ye[int(round(mu - ms))][l])
        total += sum(abs(a)**2 for a in amp.values())
    # mean over initial spin (1/2) times two equal photon helicities
    ion = alpha * omega / (2 * np.pi * b) * total
    return ion * solid_angle_factor(gam, cos_lab)


# ---------- worked example and tests of the partial-wave machinery ----------
Z, MEV_PER_U = 79, 300.
zeta = alpha * Z
gam = 1 + MEV_PER_U / physical_constants[
    'atomic mass constant energy equivalent in MeV'][0]
beta, p = speed(gam), np.sqrt(gam**2 - 1)

# outgoing amplitude C against an asymptotic match of the integrated solution
kap = np.array([-3., -2., -1., 1., 2., 3.])
r, w, y, C, r_end, y_end = continuum(zeta, gam, kap, 60.)
eta = zeta * gam / p
mix = -(kap + 1j * zeta / p)
a_n, b_n = np.ones(6, complex), np.zeros(6, complex)
a_sum, b_sum = a_n.copy(), b_n.copy()
for n in range(22):
    b_n = (mix * a_n + (n - 2j * eta) * b_n) / (2j * p)
    a_n = -np.conj(mix) * b_n / (n + 1)
    a_sum += a_n / r_end**(n + 1)
    b_sum += b_n / r_end**(n + 1)
wave = np.exp(1j * (p * r_end + eta * np.log(r_end)))
a_sum, b_sum = a_sum * wave, b_sum * wave
a_y = y_end[0] / (2 * (gam + 1)) + y_end[1] / (2j * p)
C_match = ((a_y * np.conj(a_sum) - np.conj(a_y) * np.conj(b_sum))
           / (abs(a_sum)**2 - abs(b_sum)**2))
match_error = np.max(abs(C_match - C))
assert match_error < 1e-6

Pb, Qb = bound_1s(zeta, r)
overlap = w * (Pb * y[:, 0, 2] + Qb * y[:, 1, 2])
assert abs(np.sum(w * (Pb**2 + Qb**2)) - 1) < 1e-8
assert abs(np.sum(overlap)) < 1e-7 * np.sum(abs(overlap))

# small-zeta limit of the partial waves against the leading formula
test_deg = np.array([0., 30., 90., 150.])
test_cos = np.cos(np.radians(test_deg))
ratios, forward = [], []
for small_zeta in (0.06, 0.03, 0.015):
    sig = partial_wave_lab(small_zeta, gam, test_cos)
    ratios.append(sig[1:] / leading_formula(small_zeta, gam, test_cos[1:]))
    forward.append(sig[0] / sig[2])
limit = (ratios[0] - 6 * ratios[1] + 8 * ratios[2]) / 3
assert np.all(abs(limit - 1) < 0.01)   # cubic remainder of extrapolation
power = np.log2(np.array(forward[:-1]) / np.array(forward[1:]))
assert abs(power[1] - 2) < 0.2         # next order in zeta still present

# leading spin-flip diagrams at zero degrees: equal size, opposite sign
_, _, (first, last) = diagrams(zeta, gam, 1.0)
flip_size = (np.sqrt((gam + 1) / (2 * gam)) * (gam - 1)
             / (p * (p + gam - 1)))
assert abs(abs(first[0, 1]) - flip_size) < 1e-10
assert abs(first[0, 1] + last[0, 1]) < 1e-10

# what retardation and aberration do separately (spinless electron)
grid = np.linspace(0, 180, 1801)
cg = np.cos(np.radians(grid))
retarded_ion = np.array([diagrams(zeta, gam, v)[1] for v in cg])
peak_retardation = grid[np.argmax(retarded_ion)]
dipole_lab = ((1 - ion_cosine(gam, cg)**2) * solid_angle_factor(gam, cg))
peak_aberration = grid[np.argmax(dipole_lab)]
both = np.array([diagrams(zeta, gam, ion_cosine(gam, v))[1] for v in cg])
peak_both = grid[np.argmax(both * solid_angle_factor(gam, cg))]
assert peak_aberration < 90 < peak_retardation
assert abs(peak_both - 90) < 0.11

# all-order results
table_deg = np.array([0., 30., 60., 90., 120., 150., 180.])
tc = np.cos(np.radians(table_deg))
gx, gw = leggauss(60)
everything = partial_wave_lab(zeta, gam, np.concatenate([tc, gx, cg])) * BARN
sigma, sigma_gl, sigma_grid = np.split(everything, [7, 67])
coarse = partial_wave_lab(zeta, gam, tc, k_max=18) * BARN
assert np.max(abs(coarse / sigma - 1)) < 1e-4
total = 2 * np.pi * gw @ sigma_gl
lead = leading_formula(zeta, gam, tc) * BARN
omega = gam - np.sqrt(1 - zeta**2)
silver = partial_wave_lab(alpha * 47, gam, [1., 0.]) * BARN

print(f"Ion charge Z = {Z}, zeta = alpha Z = {zeta:.4f}")
print(f"Ion kinetic energy = {MEV_PER_U:.0f} MeV per atomic mass unit")
print(f"gamma = {gam:.4f}, beta = {beta:.4f}")
print(f"Electron momentum in ion frame = {p:.4f} m_e c")
print(f"Photon energy in ion frame = {omega * KEV:.1f} keV")
for d in (0, 3, 6):
    lab = omega / (gam * (1 - beta * tc[d])) * KEV
    print(f"Laboratory photon energy at {table_deg[d]:.0f} deg = {lab:.1f} keV")
print(f"Peak, retardation only (ion frame) = {peak_retardation:.1f} deg")
print(f"Peak, aberration only (lab) = {peak_aberration:.1f} deg")
print(f"Peak, both, spinless electron (lab) = {peak_both:.1f} deg")
print("Leading formula: gamma, peak angle (deg), spin term at 0, 90, 180 deg")
for g in (1.1, gam, 2.0, 4.0):
    pk = grid[np.argmax(leading_formula(zeta, g, cg))]
    terms = [(g - 1) * (g - 2) / (2 * g * (1 - speed(g) * v))
             for v in (1, 0, -1)]
    print(f"  {g:.4f}  {pk:.1f}  " + "  ".join(f"{v:+.4f}" for v in terms))
print("Zero-degree flip diagrams (x polarization, Coulomb factor removed):")
print(f"  emission first {first[0, 1].real:+.5f}, "
      f"emission last {last[0, 1].real:+.5f} (units 1/m_e c^2)")
print(f"Largest error of outgoing amplitude C = {match_error:.1e}")
print("Partial waves / leading formula at 30, 90, 150 deg:")
for z0, row in zip((0.06, 0.03, 0.015), ratios):
    print(f"  zeta = {z0:.3f}: " + "  ".join(f"{v:.4f}" for v in row))
print("  zeta -> 0:    " + "  ".join(f"{v:.4f}" for v in limit))
print("sigma(0)/sigma(90) at zeta = 0.06, 0.03, 0.015: "
      + "  ".join(f"{v:.3e}" for v in forward))
print(f"Local power of zeta in that ratio = {power[0]:.3f}, {power[1]:.3f}")
print("Gold: angle (deg), all-order and leading (barn/sr),")
print("  all-order and leading relative to their 90 deg values, sin^2")
for d, s, b0, x in zip(table_deg, sigma, lead, tc):
    print(f"  {d:3.0f}  {s:.4f}  {b0:.4f}  {s / sigma[3]:.4f}  "
          f"{b0 / lead[3]:.4f}  {1 - x * x:.4f}")
print(f"Gold all-order peak angle = {grid[np.argmax(sigma_grid)]:.1f} deg")
print(f"Gold total K-shell cross section = {total:.3f} barn")
print(f"Gold sigma(0)/sigma(90) = {sigma[0] / sigma[3]:.5f}")
print(f"Silver (Z = 47) sigma(0) = {silver[0]:.3e} barn/sr, "
      f"sigma(90) = {silver[1]:.4f} barn/sr")
print(f"Silver sigma(0)/sigma(90) = {silver[0] / silver[1]:.5f}")
print("ALL CHECKS PASSED")
```

It prints:

```
Ion charge Z = 79, zeta = alpha Z = 0.5765
Ion kinetic energy = 300 MeV per atomic mass unit
gamma = 1.3221, beta = 0.6541
Electron momentum in ion frame = 0.8648 m_e c
Photon energy in ion frame = 258.0 keV
Laboratory photon energy at 0 deg = 564.3 keV
Laboratory photon energy at 90 deg = 195.2 keV
Laboratory photon energy at 180 deg = 118.0 keV
Peak, retardation only (ion frame) = 147.5 deg
Peak, aberration only (lab) = 32.5 deg
Peak, both, spinless electron (lab) = 90.0 deg
Leading formula: gamma, peak angle (deg), spin term at 0, 90, 180 deg
  1.1000  90.5  -0.0701  -0.0409  -0.0289
  1.3221  91.6  -0.2387  -0.0826  -0.0499
  2.0000  90.0  +0.0000  +0.0000  +0.0000
  4.0000  70.5  +23.6190  +0.7500  +0.3810
Zero-degree flip diagrams (x polarization, Coulomb factor removed):
  emission first +0.29406, emission last -0.29406 (units 1/m_e c^2)
Largest error of outgoing amplitude C = 1.2e-14
Partial waves / leading formula at 30, 90, 150 deg:
  zeta = 0.060: 0.7756  0.7751  0.7729
  zeta = 0.030: 0.8776  0.8779  0.8769
  zeta = 0.015: 0.9358  0.9362  0.9357
  zeta -> 0:    0.9989  0.9990  0.9990
sigma(0)/sigma(90) at zeta = 0.06, 0.03, 0.015: 3.582e-04  8.539e-05  2.087e-05
Local power of zeta in that ratio = 2.069, 2.032
Gold: angle (deg), all-order and leading (barn/sr),
  all-order and leading relative to their 90 deg values, sin^2
    0  0.5399  0.0000  0.1277  0.0000  0.0000
   30  1.5850  7.2601  0.3750  0.2206  0.2500
   60  3.6508  23.6037  0.8637  0.7172  0.7500
   90  4.2269  32.9113  1.0000  1.0000  1.0000
  120  2.8565  25.2310  0.6758  0.7666  0.7500
  150  0.8985  8.4956  0.2126  0.2581  0.2500
  180  0.0069  0.0000  0.0016  0.0000  0.0000
Gold all-order peak angle = 82.8 deg
Gold total K-shell cross section = 36.582 barn
Gold sigma(0)/sigma(90) = 0.12774
Silver (Z = 47) sigma(0) = 1.461e-02 barn/sr, sigma(90) = 0.6753 barn/sr
Silver sigma(0)/sigma(90) = 0.02163
ALL CHECKS PASSED
```
